How Cutoff Errors Cancel in Adsorption Energies

Q: I am calculating how strongly a surface species binds during atomic layer deposition. I need the adsorption energy to about 10 meV, so I have set a rule: no adsorption energy is computed until the total energies have converged to 1 meV. Surely a difference cannot be more accurate than the numbers being subtracted?

A: It can, if their errors are correlated. Define

E_ads = E(slab+adsorbate) − E(slab) − E(adsorbate),

so that binding is negative. Let δ mean the value at a finite cutoff minus the complete-basis value, for the same Hamiltonian and geometry. Then

δE_ads = δE(slab+adsorbate) − δE(slab) − δE(adsorbate).

Your rule bounds the three terms separately. It says nothing about what they have in common.

Q: But it is at least a safe rule?

A: Yes, for variational errors. For independent electrons, restricting the basis cannot lower any of the ordered orbital energies, by the min-max principle. The total energy, with the lowest orbitals filled, therefore cannot fall either. If each total error lies between 0 and η, the extremes of the difference are

−2η ≤ δE_ads ≤ η.

With η = 1 meV, the adsorption error lies between −2 and +1 meV. Your criterion is sufficient. To see whether it is necessary, we must find where the error comes from.

Q: It comes from missing plane waves. Why should they be the same in the three calculations?

A: Because the shortest waves mainly describe the electrons close to the atomic cores. Take independent electrons in one dimension, in atomic units, with plane waves e^{iGx}/√L in a cell of length L. Let P denote the waves with |G| ≤ G_c and Q the omitted ones. Write u and b for the P and Q parts of an exact orbital with energy ε:

H_PP u + H_PQ b = εu,
H_QP u + H_QQ b = εb.

The second line gives b = (ε − H_QQ)⁻¹H_QP u. Inserted in the first, it gives

[H_PP + H_PQ(ε − H_QQ)⁻¹H_QP] u = εu.

The truncated calculation keeps H_PP alone. Its energy ε̃ therefore lacks the second term. To first order in that term,

ε̃ − ε ≈ −⟨ψ|H_PQ(ε − H_QQ)⁻¹H_QP|ψ⟩.

For large G_c the kinetic energy G²/2 dominates H_QQ and far exceeds |ε|, so (ε − H_QQ)⁻¹ ≈ −2/G². The kinetic energy does not couple P to Q, so the potential V does all the coupling. With occupations f_i,

δE ≈ Σ_i f_i Σ_{|G|>G_c} (2/G²)|⟨G|V|ψ_i⟩|².

Closely spaced core levels may mix under truncation, but if they are all filled equally, the sum over them is a trace and does not depend on the mixing.

Q: That still contains the whole potential, including the part that makes the bond.

A: At high G the sharp part wins. Let every atom have a core well −Z_a δ(x−X_a) and a smooth well. The core contributes

⟨G|V_core|ψ_i⟩ = −(1/√L) Σ_a Z_a e^{−iGX_a} ψ_i(X_a).

Its magnitude does not fall with G. The smooth well multiplied by ψ_i has at worst a kink at a core, and the Fourier transform of a kink falls as 1/G². It can be dropped at leading order.

Now square the core term. The orbitals can be chosen real, and the waves G and −G combine into cosines:

δE ≈ Σ_ab Z_a Z_b γ_ab K_ab,
γ_ab = Σ_i f_i ψ_i(X_a)ψ_i(X_b),
K_ab = (1/L) Σ_{|G|>G_c} 2cos[G(X_a−X_b)]/G².

The diagonal element γ_aa is the electron density n(X_a) at core a. In a long cell, the sum over each sign of G becomes L∫dG/(2π). Two signs give

K_aa = 2∫_{G_c}^∞ [dG/(2π)](2/G²) = 2/(πG_c).

For two different cores at separation Δ, integrate by parts:

K_ab = (2/π)∫_{G_c}^∞ [cos(GΔ)/G²] dG
= (2/π)[−sin(G_cΔ)/(G_c²Δ) + (2/Δ)∫_{G_c}^∞ sin(GΔ)/G³ dG].

The last integral is at most 1/(2G_c²) in magnitude, so |K_ab| ≤ 4/(πG_c²Δ). Pair terms fall one power faster than the diagonal ones. Thus

δE ≈ (2/(πG_c)) Σ_a Z_a² n(X_a).

Subtract the three systems, with the same G_c:

δE_ads ≈ (2/(πG_c)) Σ_a Z_a² Δn(X_a).

Here Δn is the density at a core in the combined system minus the density at the same core in its separate fragment. The total error measures all the density at the cores; the adsorption error measures its change on bonding.

Q: So the core electrons cause a large error, but they cause it twice, once on each side of the subtraction?

A: Yes. An isolated core well shows what truncation does to it. With E = −κ²/2, the Schrödinger equation gives each coefficient as

c_G = Zψ(0)/[√L(G²/2 + κ²/2)].

Since ψ(0) = Σ_G c_G/√L, dividing by ψ(0) gives, in a long cell,

1 = Z∫_{−G_c}^{G_c} [dG/(2π)] 2/(G²+κ²)
= (2Z/(πκ)) arctan(G_c/κ).

For G_c ≫ κ, arctan(G_c/κ) ≈ π/2 − κ/G_c. Therefore

1 ≈ Z[1/κ − 2/(πG_c)],
κ ≈ Z/(1+x), with x = 2Z/(πG_c).

The complete basis has κ = Z. The cutoff makes the core act like a weaker one, and at high cutoff the weakening is nearly the same before and after adsorption. Expanding −κ²/2 gives the energy error

δE ≈ Z²x(1 − 3x/2)

per electron. Its first term agrees with the general formula, because n(0) = Z for one electron in this well. The second term says that the leading formula overestimates the error by a relative amount of about 3x/2.

Q: Show me a case where total energies are badly converged and the adsorption energy is not.

A: Take four slab atoms and one adatom in a row, 3.0 Å apart, in a 36 Å cell. The core strengths are 14 eV Å in the slab and 18 eV Å in the adatom. Every atom also has a Gaussian well of depth 27 eV and width parameter 0.8 Å, and supplies three electrons. These are round model parameters, not those of a named material.

The positions are fixed. Repulsion between the ions is then independent of the electronic cutoff, and the model omits it. Its adsorption energy is an electronic contribution and should not be compared with a measured one. Without repulsion between electrons, charge also flows freely between slab and adatom, so this energy does not vanish at large separation.

The complete-basis reference comes from a real-space grid, extrapolated to zero spacing. The three total energies give

E_ads = −443.3043 + 340.1810 + 99.8380 ≈ −3.285 eV.

Plane waves at the same cutoff in all three terms give:

500 eV: total error 30.03 eV, adsorption error 20.9 meV
2000 eV: total error 16.10 eV, adsorption error 13.0 meV
8000 eV: total error 8.38 eV, adsorption error 6.9 meV
32000 eV: total error 4.27 eV, adsorption error 3.5 meV

The total error refers to slab plus adatom. At 8000 eV it is more than 8 eV, yet at this geometry the adsorption energy already meets your 10 meV target.

Q: Could that be luck? Two wrong numbers sometimes agree.

A: The density at the cores predicts it. For a discrete set of waves, G_c is best placed halfway between the last wave kept and the first omitted. At 32000 eV this gives 91.717 Å⁻¹. With 1 bohr = 0.52918 Å, this is 48.53 in atomic units, so 2/(πG_c) = 0.01312. The weighted density Σ_a Z_a²n(X_a), taken from the real-space solution, is 12.197 for slab plus adatom. Hence

δE ≈ 0.01312 × 12.197 = 0.1600 hartree = 4.35 eV.

The plane-wave error is 4.27 eV. The prediction is 2% too large, relative to the computed error. For isolated core wells, 3x/2 is 1.9% for the slab strength and 2.5% for the adatom strength, so the next order has the right sign and size.

On adsorption the weighted density changes by 0.010116, and

δE_ads ≈ 0.01312 × 0.010116 = 1.327×10⁻⁴ hartree = 3.6 meV,

against 3.5 meV from the plane waves. Including the pair terms leaves the prediction at 3.6 meV. The cancellation factor is

0.010116/12.197 = 8.3×10⁻⁴.

It is small because bonding in this model changes the summed weighted density by less than one part in a thousand; the density at a single core can change by more. The factor also depends on geometry. The distance of 3.0 Å lies close to the most favourable one in this model. At 8000 eV the adsorption error is 42 meV with the adatom 1 Å nearer and 20 meV with it 1 Å farther. For a distant adatom it levels off at 28 meV, because the adatom's valence electron has moved into a slab orbital that has density at the cores. These errors stay below 1% of the total error, but they miss the 10 meV target at that cutoff.

Q: What would my rule have cost here?

A: If the 1/G_c law continues, reducing the total error from 4.27 eV to 1 meV needs a wave number about 4270 times larger. The energy cutoff grows as its square, to about 6×10¹¹ eV. Reducing the adsorption error from 3.5 meV to 1 meV needs a factor of 3.5 in wave number, hence about 12 in energy, or 4×10⁵ eV. Both are large because the model core is infinitely sharp, but they differ by six orders of magnitude.

Q: I will not have a complete-basis reference for a real surface. How do I know that the errors have cancelled?

A: Change the cutoff in all three calculations together and watch E_ads. With a 1/G_c error, a fourfold energy cutoff doubles G_c and halves the error. Write C for the complete-basis value and d for the error at E_c:

E_ads(E_c) = C + d,
E_ads(4E_c) = C + d/2.

Twice the second minus the first removes d:

C = 2E_ads(4E_c) − E_ads(E_c).

The change between the two cutoffs is d/2 in magnitude, which equals the error still left at the higher one.

From 2000 to 8000 eV, E_ads moves from −3.2722 to −3.2783 eV, a change of 6.1 meV. The remaining error is 6.9 meV, so the estimate is useful. From 500 to 2000 eV the change is 7.9 meV but 13.0 meV remains: the error has not yet reached its limiting law. Extrapolation from 8000 and 32000 eV gives −3.2850 eV, within 0.2 meV of the reference.

A small change between two cutoffs is therefore not by itself an error bar. One must know how the error falls, or use a third cutoff to see it.

Q: Since total energies approach from above, will the adsorption energy also approach from above?

A: Not in general. A difference of upper bounds is not a bound. In the leading formula the sign is that of the weighted Δn. Here it is positive, and at the cutoffs listed above the finite basis makes binding too weak. If bonding removed density from the cores, the same formula would make binding too strong.

Q: May I then save time by using a high cutoff for the small isolated adsorbate and a low one for the expensive slab?

A: That destroys the cancellation. With the adatom at 8000 eV and the other two systems at 2000 eV, the error is

16.1010 − 10.7593 − 2.7945 = 2.547 eV.

The apparent adsorption energy becomes −3.285 + 2.547 = −0.738 eV. One calculation has been improved, and most of the bond has disappeared. With all three at 2000 eV the error was 13 meV.

The cell matters too. Allowed wave numbers are spaced by 2π/L, so the same nominal energy cutoff can end at a slightly different effective G_c in another cell. For two cells near 36 Å, the mismatch can reach about one spacing, 0.175 Å⁻¹. At 32000 eV that is 0.19% of G_c. Applied to the adatom's total error of 1.429 eV, it gives up to about 2.7 meV, comparable with the matched adsorption error. One cell for all three terms avoids this mismatch.

Q: Are there quantities for which even equal cutoffs do not help?

A: Yes: the absolute energy needed to remove a core electron. The lowest adatom level is in error by 0.7145 eV at 32000 eV. Removing one electron from it removes that contribution to the total error, so nothing in the final state cancels it. The shift of that level on adsorption is different. It subtracts two such removal energies, one for the adsorbed atom and one for the free atom, so most of the error can cancel again.

The error of 0.7145 eV also shows where the atomic error resides. Two core electrons give 2 × 0.7145 = 1.429 eV, which accounts for the adatom's total error at the printed precision. The isolated atom's potential is even about its centre, so its second level, which holds the valence electron, is odd and vanishes at the core. The leading cutoff error does not touch it.

Cancellation may also be poor when atoms are pressed so close that the near-core density changes strongly, or when the cutoff is too low to describe the valence bond. In the second case the omitted waves are no longer a small correction, and the derivation does not apply.

Q: Real nuclei are not one-dimensional delta wells. Does the argument survive in three dimensions?

A: Within mean-field theory, with bare nuclei, the power changes but the structure remains. In a volume Ω, the Fourier transform of −Z/r gives at high G

⟨G|V|ψ⟩ ≈ −4πZ e^{−iG·R}ψ(R)/(G²√Ω),

where R is the nuclear position. Square its magnitude, multiply by 2/G², and replace the sum over G by Ω∫4πG²dG/(2π)³. For each nucleus,

δE ≈ Z²n(R)∫_{G_c}^∞ [4πG²/(8π³)](16π²/G⁴)(2/G²) dG
= 16Z²n(R)∫_{G_c}^∞ dG/G⁴
= 16Z²n(R)/(3G_c³).

Subtraction again replaces n(R) by Δn(R). Doubling G_c now divides the error by eight, so the extrapolation becomes [8E_ads(4E_c) − E_ads(E_c)]/7.

Hydrogen gives a test, because its energy and nuclear density are known. In a sphere of radius 15 bohr, the computed cutoff error divided by this prediction is 0.967 with 150 spherical waves and 0.992 with 600. The ratio approaches one as the cutoff rises.

Q: Your slab also ignores the repulsion between electrons. Could that spoil the cancellation?

A: It could, since the density readjusts. A real bond with repulsion included is a useful check: hydrogen on a single aluminium atom, 1.65 Å apart, in unrestricted Hartree-Fock theory. Here the controlled cutoff is the removal of the steepest aluminium s functions from a Gaussian basis, in both the atom and the molecule. The full basis gives a bond energy of −2.26 eV. Errors relative to that basis are:

one function removed: total 0.068 eV, bond −0.018 meV
two removed: total 0.694 eV, bond −0.186 meV
three removed: total 4.512 eV, bond −1.216 meV

A total error of 4.5 eV leaves a bond error of about 1 meV. This time the truncated basis binds too strongly.

The density offers an explanation. Very near the nucleus the Coulomb attraction far exceeds the orbital energies, so s orbitals there have nearly the same shape and differ mainly in amplitude. If the missing functions matter mainly there, the error is a common factor times the nuclear density. The bond error divided by the total error should then be close to the relative density change on bonding, which is −2.68×10⁻⁴. The three ratios are −2.68×10⁻⁴, −2.68×10⁻⁴ and −2.70×10⁻⁴. The sign and size both agree.

This is one bond, not an aluminium surface. It omits correlation, relativity and zero-point motion, and the basis superposition error has not been removed. The last digits also depend on the basis: a larger quadruple-zeta set with a spin-restricted molecule gives −2.27 eV, a density change of −2.72×10⁻⁴, and a ratio of −2.73×10⁻⁴ with three functions removed. In a double-zeta basis, spin-restricted and spin-broken solutions of the molecule differ by 0.01 eV. The example supports the cancellation, not the value −2.26 eV as a measured bond energy.

Q: Does the same reasoning cover an imperfect core potential, rather than an incomplete basis?

A: To first order, yes. If core a has a potential error v_a that acts on the density, then

δE ≈ Σ_a ∫v_a(r−R_a)n(r)d³r,
δE_ads ≈ Σ_a ∫v_a(r−R_a)Δn(r)d³r.

The same v_a must be used in all three calculations. If v_a reaches into the bonding region, Δn is not small there and the cancellation weakens. An error shared by all three terms is then still an error in the adsorption energy, and raising the cutoff will not reveal it.

Q: How should I carry this over to a production calculation for a deposition process?

A: Not by copying the model's cutoffs, which are high because the model core is a point. A smooth pseudopotential has a faster-falling Fourier tail, so neither the 1/G_c law nor its extrapolation should be assumed. What carries over is the comparison: same cell, same core description, same cutoff in all three terms, and then a joint change of cutoff.

The tolerance should come from the use of the number. Take 500 K as a rough deposition temperature, where kT = 43.1 meV. Suppose the desorption barrier equals the magnitude of the adsorption energy and the prefactor is fixed. The model's 6.9 meV error at 8000 eV then changes the desorption rate by

exp(6.9/43.1) ≈ 1.17.

Binding is too weak, so desorption is about 17% too fast. For a weakly bound species, an error of that size would be a larger fraction of the binding, but its size must be found anew for each species.

Real surfaces also break the model's assumptions of fixed positions and independent electrons. The approximate density functional alone can shift an adsorption energy by roughly a tenth of an eV or more, which at 500 K is a factor of about ten in the rate. Cutoff cancellation does not remove that error.

Q: Then I should replace my rule. I will converge the adsorption energy itself, with matched calculations, to the accuracy that the rate requires, and keep the total-energy criterion for cases where the errors are not shared.

A: Yes, and check each new kind of bond, because the cancellation depends on how much that bond disturbs the cores. The numerical output below gives the separate total errors, from which you can repeat each subtraction.

Table of computed values

```
cell 36.0 angstrom; atom spacing 3.0 angstrom
core strengths: slab 14.0, adatom 18.0 eV angstrom
smooth well: depth 27.0 eV, width 0.8 angstrom
reference total energy, slab+adatom: -443.3043 eV
reference total energy, slab: -340.1810 eV
reference total energy, adatom: -99.8380 eV
reference electronic adsorption energy: -3.2852 eV
cutoff 500 eV: total errors all/slab/adatom 30.0253 / 20.2086 / 9.7958 eV
  adsorption energy -3.2643 eV; error 0.0209 eV
cutoff 2000 eV: total errors all/slab/adatom 16.1010 / 10.7593 / 5.3287 eV
  adsorption energy -3.2722 eV; error 0.0130 eV
cutoff 8000 eV: total errors all/slab/adatom 8.3808 / 5.5794 / 2.7945 eV
  adsorption energy -3.2783 eV; error 0.0069 eV
cutoff 32000 eV: total errors all/slab/adatom 4.2690 / 2.8366 / 1.4289 eV
  adsorption energy -3.2817 eV; error 0.0035 eV
largest wave number at 32000 eV: 91.717 1/angstrom
sum Z^2 n, slab+adatom: 12.19747 atomic units
change of sum Z^2 n on adsorption: 0.010116 atomic units
predicted total error at 32000 eV: 4.3536 eV
predicted adsorption error, density term: 0.00361 eV
predicted adsorption error, with pair terms: 0.00359 eV
adsorption energy extrapolated from 8000 and 32000 eV: -3.2850 eV
adsorption error, adatom at 8000 eV and others at 2000 eV: 2.5472 eV
adatom core-level error at 32000 eV: 0.7145 eV
thermal energy at 500 K: 0.04309 eV
Boltzmann factor from 8000 eV adsorption error: 1.173
hydrogen cusp law, computed/predicted error: 0.9671 (150 waves), 0.9923 (600 waves)
Al-H distance: 1.65 angstrom
Al-H full-basis total energy: -6597.7249 eV
Al-H full-basis bond energy: -2.2600 eV
Al steep s functions removed 1: total error 0.06783 eV; bond error -0.0182 meV
Al steep s functions removed 2: total error 0.69441 eV; bond error -0.1864 meV
Al steep s functions removed 3: total error 4.51197 eV; bond error -1.2162 meV
relative density change at Al nucleus on bonding: -2.683e-04
```
